# Local-field factors for charge and spin response of the electron gas, part 1

(Sections cited here and not found follow in the second part.)

**Problem: local-field factors and the charge and spin responses of the electron gas**

$N$ electrons move in a periodic box of volume $\mathcal V$ with a uniform neutralizing background, at zero temperature and without spin-orbit coupling. Hartree atomic units are used, and the Coulomb interaction has the Fourier transform $v(q)=4\pi/q^2$. The ground state $|0\rangle$ is assumed non-degenerate, and therefore uniform and paramagnetic, with density $n=k_F^3/3\pi^2=3/4\pi r_s^3$; the infinite-volume limit is taken at the end. The electron number is also taken to fill closed shells of plane waves, so that the non-interacting ground state is non-degenerate as well; this does not follow from the non-degeneracy of $|0\rangle$. Electrons of spin $\sigma=\pm1$ ($\uparrow,\downarrow$) feel a weak potential energy $\delta V_\sigma e^{i\mathbf q\cdot\mathbf r-izt}+\text{c.c.}$ with $\mathbf q\neq0$ and $\operatorname{Im}z>0$; real frequencies are the limit $z\to\omega+i0^+$. The amplitudes are split as $\delta V_\sigma=\delta V+\sigma b$, and the densities are combined as $n=n_\uparrow+n_\downarrow$, $m=n_\uparrow-n_\downarrow$. The response matrix is defined by $\delta n_\sigma=\sum_{\sigma'}\chi_{\sigma\sigma'}\delta V_{\sigma'}$.

**(a)** Write $\chi_{\sigma\sigma'}(q,z)$ as a sum over exact eigenstates. How many independent functions does it contain, how do $\delta n$ and $\delta m$ depend on $\delta V$ and $b$, and where in the upper half plane can the matrix be inverted?

*Solution.* With $\hat n_\sigma=\sum_{j\in\sigma}e^{-i\mathbf q\cdot\mathbf r_j}$ the perturbation is $\hat H'=\sum_{\sigma'}\delta V_{\sigma'}\hat n_{\sigma'}^\dagger e^{-izt}+\text{h.c.}$ To first order the amplitude $c_k$ of an excited state with excitation energy $\Omega_k>0$ obeys $i\dot c_k=\Omega_kc_k+\langle k|\hat H'|0\rangle$. The solution that vanishes as $t\to-\infty$ is

$$c_k=\sum_{\sigma'}\left[\frac{\delta V_{\sigma'}\langle k|\hat n^\dagger_{\sigma'}|0\rangle e^{-izt}}{z-\Omega_k}-\frac{\delta V^*_{\sigma'}\langle k|\hat n_{\sigma'}|0\rangle e^{iz^*t}}{z^*+\Omega_k}\right].$$

The induced amplitude is $\delta\langle\hat n_\sigma\rangle/\mathcal V=\mathcal V^{-1}\sum_k(\langle0|\hat n_\sigma|k\rangle c_k+c_k^*\langle k|\hat n_\sigma|0\rangle)$. The operator $\hat n^\dagger$ adds momentum $\mathbf q$ and $\hat n$ removes it, so a product of matrix elements survives only if it holds one of each. This removes the terms in $\delta V^*$, and it also shows that no other wave vector responds. What remains is

$$\chi_{\sigma\sigma'}=\frac1{\mathcal V}\sum_k\left[\frac{\langle0|\hat n_\sigma|k\rangle\langle k|\hat n^\dagger_{\sigma'}|0\rangle}{z-\Omega_k}-\frac{\langle0|\hat n^\dagger_{\sigma'}|k\rangle\langle k|\hat n_\sigma|0\rangle}{z+\Omega_k}\right].$$

A rotation of all spins by $\pi$ about the $x$ axis commutes with the Hamiltonian, changes $|0\rangle$ at most by a phase because it is non-degenerate, and exchanges $\hat n_\uparrow$ with $\hat n_\downarrow$. Applying it to every matrix element gives $\chi_{\uparrow\uparrow}=\chi_{\downarrow\downarrow}$ and $\chi_{\uparrow\downarrow}=\chi_{\downarrow\uparrow}$, which leaves two independent functions. Then

$$\delta n_\uparrow=\chi_{\uparrow\uparrow}(\delta V+b)+\chi_{\uparrow\downarrow}(\delta V-b),\qquad \delta n_\downarrow=\chi_{\uparrow\downarrow}(\delta V+b)+\chi_{\uparrow\uparrow}(\delta V-b).$$

In the sum $b$ cancels and in the difference $\delta V$ cancels:

$$\delta n=\chi_{nn}\delta V,\quad\chi_{nn}=2(\chi_{\uparrow\uparrow}+\chi_{\uparrow\downarrow});\qquad\delta m=\chi_{mm}b,\quad\chi_{mm}=2(\chi_{\uparrow\uparrow}-\chi_{\uparrow\downarrow});\qquad\chi_{nm}=0.$$

A rotation by $\pi/2$ about $y$ turns $\hat m^z$ into $\hat m^x$ and again leaves $|0\rangle$ unchanged, so the transverse spin response equals $\chi_{mm}$.

The matrix has eigenvectors $(1,1)$ and $(1,-1)$ with eigenvalues $\chi_{nn}/2$ and $\chi_{mm}/2$, so it is invertible when neither vanishes. Let $\hat A$ be $\hat n_\uparrow+\hat n_\downarrow$ or $\hat n_\uparrow-\hat n_\downarrow$. Spatial inversion turns $\hat A$ into $\hat A^\dagger$ and maps each state $k$ onto one of equal energy, so the two terms carry equal weights and combine through $1/(z-\Omega)-1/(z+\Omega)=2\Omega/(z^2-\Omega^2)$:

$$\chi_{AA}=\frac1{\mathcal V}\sum_k|\langle k|\hat A^\dagger|0\rangle|^2\frac{2\Omega_k}{z^2-\Omega_k^2}.$$

The weights are not all zero, since $\hat A^\dagger|0\rangle$ is a non-zero state with momentum $\mathbf q$, orthogonal to $|0\rangle$. On the imaginary axis $z=iu$, $u\ge0$, each term is proportional to $-2\Omega_k/(u^2+\Omega_k^2)<0$. Off that axis, $\operatorname{Im}[1/(z^2-\Omega^2)]=-2\operatorname{Re}z\operatorname{Im}z/|z^2-\Omega^2|^2$ has the same sign for every $k$. Hence $\chi_{nn}$ and $\chi_{mm}$ have no zero in the open upper half plane or at $z=0$. On the real axis of a finite system $\chi_{AA}$ is real, falls from $+\infty$ to $-\infty$ between neighbouring poles at positive frequency, and so vanishes there.

**(b)** Find the spin-summed response $\chi_0$ of non-interacting electrons at the same density, and its static closed form.

*Solution.* The ground state fills $k<k_F$ for each spin, with occupations $f_{\mathbf k}=0,1$. The operator $\hat n^\dagger_\sigma=\sum_{\mathbf k}c^\dagger_{\mathbf k+\mathbf q\sigma}c_{\mathbf k\sigma}$ creates one electron-hole pair of spin $\sigma$ with matrix element of modulus 1 and energy $\Delta_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$. A pair of spin $\uparrow$ is orthogonal to a pair of spin $\downarrow$, so the matrix is $\tfrac12\chi_0\delta_{\sigma\sigma'}$ with

$$\chi_0(q,z)=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\frac{2\Delta_{\mathbf k}}{z^2-\Delta_{\mathbf k}^2}.$$

Under $\mathbf k\to-\mathbf k-\mathbf q$ the product $f_{\mathbf k}f_{\mathbf k+\mathbf q}$ is unchanged and $\Delta_{\mathbf k}$ changes sign, so that term integrates to zero, as a principal value when $z=0$. Thus $\chi_0(q,0)=-4\,\mathrm P\!\int d^3k\,(2\pi)^{-3}f_{\mathbf k}/\Delta_{\mathbf k}$. With $\mathbf q$ along $z$, the disc at fixed $k_z$ contributes $\pi(k_F^2-k_z^2)/(2\pi)^2$. Setting $k_z=k_Fy$ and $x=q/2k_F$, so that $\Delta=qk_F(y+x)$,

$$\chi_0=-\frac{4}{2\pi}\cdot\frac{k_F^2}{4\pi q}\,\mathrm P\!\!\int_{-1}^1\!\frac{1-y^2}{y+x}\,dy=-\frac{k_F}{4\pi^2x}\,\mathrm P\!\!\int_{-1}^1\!\left[\frac{1-x^2}{y+x}-(y-x)\right]dy,$$

where $1-y^2=(1-x^2)-(y+x)(y-x)$ and $q=2k_Fx$ were used. The first term integrates to $(1-x^2)\ln|(1+x)/(1-x)|$ and the second to $2x$, which gives the static Lindhard function

$$\chi_0(q,0)=-N_0\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right],\qquad N_0=\frac{k_F}{\pi^2}.$$

For small $x$ the logarithm is $2x+2x^3/3+\dots$, so $\chi_0=-N_0(1-x^2/3+\dots)$.

**(c)** Suppose each spin responds as free electrons to an effective potential in which the field of the induced density $\delta n_{\sigma'}$ is reduced by a factor $1-G_{\sigma\sigma'}(q,z)$:

$$\delta n_\sigma=\tfrac12\chi_0\,\delta V_{s,\sigma},\qquad\delta V_{s,\sigma}=\delta V_\sigma+\sum_{\sigma'}v\,(1-G_{\sigma\sigma'})\,\delta n_{\sigma'}.$$

Decide whether this is an approximation. Then find the combinations of the $G_{\sigma\sigma'}$ that govern $\chi_{nn}$ and $\chi_{mm}$, and the two responses.

*Solution.* In matrix form let $\boldsymbol\chi$ be the exact response, $\mathbf 1$ the unit matrix and $\mathbf J$ the matrix with all entries 1. The exact relation gives $\delta\mathbf V=\boldsymbol\chi^{-1}\delta\mathbf n$, and the first equation gives $\delta\mathbf V_s=(2/\chi_0)\delta\mathbf n$. The second equation becomes $(2/\chi_0)\delta\mathbf n=\boldsymbol\chi^{-1}\delta\mathbf n+v(\mathbf J-\mathbf G)\delta\mathbf n$. Since $\boldsymbol\chi$ is invertible, $\delta\mathbf n$ can be any vector, so the matrices themselves must agree:

$$v\mathbf G=v\mathbf J+\boldsymbol\chi^{-1}-\frac{2}{\chi_0}\mathbf 1.$$

This fixes $\mathbf G$ uniquely wherever $\boldsymbol\chi$ and $\chi_0$ are invertible, which by (a) includes the whole upper half plane and $z=0$. The equations are therefore an exact definition of $G_{\sigma\sigma'}$, and an approximation enters only when a model is chosen for it. On the real axis of a finite system $\mathbf G$ has poles at the zeros of $\chi_{nn}$ and $\chi_{mm}$ found in (a) and also at the zeros of $\chi_0$, unless the two singular terms cancel, as they do for free electrons. The three matrices on the right are unchanged by $\uparrow\leftrightarrow\downarrow$, so $G_{\uparrow\uparrow}=G_{\downarrow\downarrow}$ and $G_{\uparrow\downarrow}=G_{\downarrow\uparrow}$.

Written out, the two equations are

$$\delta n_\uparrow=\tfrac12\chi_0\left[\delta V+b+v(1-G_{\uparrow\uparrow})\delta n_\uparrow+v(1-G_{\uparrow\downarrow})\delta n_\downarrow\right],$$
$$\delta n_\downarrow=\tfrac12\chi_0\left[\delta V-b+v(1-G_{\uparrow\downarrow})\delta n_\uparrow+v(1-G_{\uparrow\uparrow})\delta n_\downarrow\right].$$

In the sum, $\delta n_\uparrow$ and $\delta n_\downarrow$ each carry the coefficient $v(2-G_{\uparrow\uparrow}-G_{\uparrow\downarrow})$. In the difference, $\delta n_\uparrow$ carries $v(1-G_{\uparrow\uparrow})-v(1-G_{\uparrow\downarrow})=-v(G_{\uparrow\uparrow}-G_{\uparrow\downarrow})$ and $\delta n_\downarrow$ carries its negative; the Hartree term drops out because it depends only on the total charge and acts equally on both spins. With the definition

$$G_\pm=\tfrac12\left(G_{\uparrow\uparrow}\pm G_{\uparrow\downarrow}\right)$$

these coefficients are $2v(1-G_+)$ and $-2vG_-$, and the factor 2 cancels the $\tfrac12$ in front:

$$\delta n=\chi_0\left[\delta V+v(1-G_+)\delta n\right],\qquad\delta m=\chi_0\left[b-vG_-\delta m\right].$$

Collecting $\delta n$ and $\delta m$ on the left and dividing,

$$\chi_{nn}=\frac{\chi_0}{1-v(1-G_+)\chi_0},\qquad\chi_{mm}=\frac{\chi_0}{1+vG_-\chi_0}.$$

Setting $G_\pm=0$ is the random-phase approximation (RPA), which screens the charge response and leaves the spin response free. In the static case $\chi_0<0$, so a positive $G_+$ weakens the repulsion that opposes a density wave and a positive $G_-$ brings the spin denominator below 1; both enlarge the response. The usual picture behind a positive $G_+$ is that an electron keeps others away through the Pauli principle and the Coulomb repulsion, and so feels less than the average field of the induced charge. This picture does not prove the sign, which the exact definition leaves open.

Two conventions are built into these forms. In terms of the per-spin function $\chi_{0\sigma}=\chi_0/2$ the denominators read $1-2v(1-G_+)\chi_{0\sigma}$ and $1+2vG_-\chi_{0\sigma}$. If another reference function $\tilde\chi_0$ is used, for example one built from interacting occupations, then $1/\chi_{mm}=1/\chi_0+vG_-=1/\tilde\chi_0+v\tilde G_-$, and likewise for the charge, so $v\tilde G_\pm=vG_\pm+1/\chi_0-1/\tilde\chi_0$. A local-field factor has meaning only together with its reference function.

**(d)** Relate $G_{\sigma\sigma'}$ and $G_\pm$ to the exchange-correlation kernels of spin-density-functional theory.

*Solution.* The Kohn-Sham system consists of non-interacting electrons with the same spin densities as the interacting system. For the unperturbed gas its potential is constant, its orbitals are plane waves filled to $k_F$, and its response is $\tfrac12\chi_0\mathbf 1$ with the occupations of (b). Its potential is split by definition as $V_{s,\sigma}=V_\sigma+V_H+v_{xc,\sigma}$. The Hartree potential is the convolution of the pair interaction with the total density, so in Fourier space $\delta V_H=v(\delta n_\uparrow+\delta n_\downarrow)$, and the kernel $f_{\sigma\sigma'}(q,z)$ is the Fourier transform of $\delta v_{xc,\sigma}/\delta n_{\sigma'}$ at the uniform density. To first order,

$$\delta n_\sigma=\tfrac12\chi_0\,\delta V_{s,\sigma},\qquad\delta V_{s,\sigma}=\delta V_\sigma+\sum_{\sigma'}\left(v+f_{\sigma\sigma'}\right)\delta n_{\sigma'}.$$

These are the equations of (c) with $v+f_{\sigma\sigma'}$ in place of $v(1-G_{\sigma\sigma'})$, and since that matrix is unique,

$$f_{\sigma\sigma'}=-vG_{\sigma\sigma'},\qquad f_\pm\equiv\tfrac12(f_{\uparrow\uparrow}\pm f_{\uparrow\downarrow})=-vG_\pm.$$

With $\delta n_\sigma=(\delta n+\sigma\delta m)/2$, the potential on spin $\uparrow$ is $f_{\uparrow\uparrow}(\delta n+\delta m)/2+f_{\uparrow\downarrow}(\delta n-\delta m)/2$, and in general $\delta v_{xc,\sigma}=f_+\delta n+\sigma f_-\delta m$. So $f_+$ is the kernel $f_{xc}$ of the spin-unpolarized theory and $f_-$ is the spin kernel. Inverting the results of (c),

$$\frac1{\chi_{nn}}=\frac1{\chi_0}-v-f_+,\qquad\frac1{\chi_{mm}}=\frac1{\chi_0}-f_-.$$

Nothing in (a), (c) or (d) used the Coulomb form of $v$ beyond $v(q)\neq0$, and the program tests these parts on an exactly diagonalized ring of 5 sites with 3+3 electrons, hopping $t$ and interaction $2t,\,t,\,0.5t$ at distances 0, 1, 2. At $q=2\pi/5$, $v=1.8090\,t$ and $\chi_0=-0.35777/t$ per site. Static kernels obtained by inverting perturbed exact densities to Kohn-Sham potentials are $f_{\uparrow\uparrow}=-0.6678\,t$ and $f_{\uparrow\downarrow}=-0.0520\,t$, so $G_+=(0.6678+0.0520)/(2\times1.8090)=0.1989$ and $G_-=(0.6678-0.0520)/(2\times1.8090)=0.1702$. The formulas give $\chi_{nn}=-0.23561/t$ and $\chi_{mm}=-0.40206/t$, equal in all printed digits to the sums over eigenstates.

Parts (a) to (d) have expressed the charge and spin responses exactly through $\chi_0$ and the local-field factors $G_\pm$, and identified these with the exchange-correlation kernels by $f_\pm=-vG_\pm$. What remains is to find the screened potentials, the static long-wavelength limits and the first-order behaviour in the interaction, and to evaluate the results for a numerical example.

Numerical values quoted here were computed with a short program.
